# Heat Conductivity of a Binary Fluid at Zero Diffusive Flux, part 1

(Sections cited here and not found follow in the second part.)

## First half: fluxes, forces and what a closed cell measures

A molecular dynamics cell contains a fluid of two species. One region is held hot and another cold, and the energy supplied per unit time is divided by the area and by the temperature gradient. The quotient is reported as the thermal conductivity. In a mixture this needs care, because a temperature gradient also moves the species relative to each other. The problem asks which conductivity is obtained, and how it differs from that of the same fluid at uniform composition.

The fluid is isotropic and does not react. There is no external or magnetic field, the pressure is uniform and the gradients are small enough for linear laws. Everything varies along $z$, and a prime means $\partial/\partial z$. The mass density is $\rho$, the mass fraction of species 1 is $w$, and $J_1$ is the mass flux of species 1 relative to the centre-of-mass velocity $u$. Chemical potentials and partial enthalpies are per unit mass, with $\mu=\mu_1-\mu_2$ and $h=h_1-h_2$.

### (a) What is the diffusive flux in the steady state?

Treat a cell with impermeable ends, and then a periodic cell with one hot and one cold slab.

**Solution.** Let $N_i$ be the mass flux of species $i$ in the laboratory frame and $\rho_i$ its density. Without reactions,

$$\frac{\partial\rho_i}{\partial t}=-N_i'.$$

In the steady state the left side vanishes, so $N_i$ is the same at every $z$. At an impermeable end it is zero, hence $N_1=N_2=0$ throughout. The centre-of-mass velocity is then zero, since $\rho u=N_1+N_2=0$, and

$$J_1=N_1-w(N_1+N_2)=0.$$

In the periodic cell there are no ends. Suppose that the thermostats add or remove energy but no species, and that the total momentum is zero. Each $N_i$ is then uniform around the cell. If the steady state shares the mirror symmetry of the arrangement about the hot slab, reflection turns $N_i$ into $-N_i$ while leaving the state unchanged, so again $N_i=0$. A heating algorithm that changes the identity of particles in the slabs acts as a source of species, and the argument then fails. Heat leaves the hot slab through both faces, so the supplied power must be divided by twice the cross-section of the cell.

Zero flux does not mean uniform composition. The species separate until diffusion down the composition gradient cancels the drift caused by the temperature gradient.

### (b) Which forces belong to the heat flux and the diffusive flux?

Let $J_u$ be the energy flux in the centre-of-mass frame, apart from the work done by pressure. Find the entropy production, and separate off the enthalpy that diffusion carries.

**Solution.** Let $d/dt$ follow the centre-of-mass motion, and let $e$ and $s$ be internal energy and entropy per unit mass. With viscous heating neglected, being of second order in the velocity gradient, the balances are

$$\rho\frac{de}{dt}=-J_u'-pu',\qquad \rho\frac{d(1/\rho)}{dt}=u',\qquad \rho\frac{dw}{dt}=-J_1'.$$

The two mass fractions add to one, so their changes are opposite and the Gibbs relation reads

$$T\,ds=de+p\,d(1/\rho)-\mu\,dw.$$

On inserting the balances, the two pressure terms cancel:

$$\rho\frac{ds}{dt}=-\frac{J_u'}{T}+\frac{\mu}{T}J_1'.$$

The product rule splits this into the divergence of an entropy flux and a source,

$$\rho\frac{ds}{dt}=-\left(\frac{J_u-\mu J_1}{T}\right)'+J_u\left(\frac1T\right)'-J_1\left(\frac{\mu}{T}\right)'.$$

The last two terms are the entropy production $\sigma$.

At uniform pressure, $\mu/T$ changes through composition and through temperature. Since $\mu=h-T(s_1-s_2)$ and $(\partial\mu/\partial T)_{p,w}=-(s_1-s_2)$, where $s_i$ are the partial entropies,

$$\left(\frac{\partial(\mu/T)}{\partial T}\right)_{p,w}=-\frac{s_1-s_2}{T}-\frac{\mu}{T^2}=-\frac{h}{T^2}.$$

Because $(1/T)'=-T'/T^2$, this gives

$$\left(\frac{\mu}{T}\right)'=\frac{\mu_w w'}{T}+h\left(\frac1T\right)',\qquad \mu_w=\left(\frac{\partial\mu}{\partial w}\right)_{T,p}.$$

Define

$$X_q=\left(\frac1T\right)'=-\frac{T'}{T^2},\qquad X_1=-\frac{\mu_w w'}{T},\qquad J_q=J_u-hJ_1.$$

The entropy production becomes

$$\sigma=J_uX_q-J_1(-X_1+hX_q)=J_qX_q+J_1X_1.$$

The flux $J_q$ excludes the enthalpy carried by diffusion. A thermodynamically stable mixture away from a critical point has $\mu_w>0$, so at uniform pressure $X_1=0$ means uniform composition.

### (c) Which conductivity is measured, and how does it compare with the one at uniform composition?

**Solution.** The linear laws are

$$J_q=L_{qq}X_q+L_{q1}X_1,\qquad J_1=L_{1q}X_q+L_{11}X_1.$$

Temperature and composition are both even under time reversal and there is no magnetic field, so Onsager reciprocity gives $L_{1q}=L_{q1}$.

At uniform composition $X_1=0$ and $J_q=-L_{qq}T'/T^2$. The conductivity, defined as $-J_q/T'$, is

$$\lambda_0=\frac{L_{qq}}{T^2}.$$

In the closed steady state $J_1=0$. Take first $L_{11}>0$. Setting $J_1=0$ in the second of the two linear laws gives

$$X_1=-\frac{L_{q1}}{L_{11}}X_q,\qquad J_q=\left(L_{qq}-\frac{L_{q1}^2}{L_{11}}\right)X_q.$$

The energy flux measured at the thermostats equals $J_q$, because $J_u-J_q=hJ_1=0$. The simulation therefore measures

$$\lambda=\frac{1}{T^2}\left(L_{qq}-\frac{L_{q1}^2}{L_{11}}\right),\qquad \lambda_0-\lambda=\frac{L_{q1}^2}{L_{11}T^2}\ge0.$$

The difference vanishes only for $L_{q1}=0$. Its sign has a simple origin. The temperature gradient drives a flux $L_{q1}X_q$ of species 1. The composition force that stops this flux is proportional to $-L_{q1}$, and it drives heat through the same coefficient $L_{q1}$. The product is $-L_{q1}^2/L_{11}$, whichever way the species separate. Without reciprocity the numerator would be $L_{q1}L_{1q}$, whose sign the second law alone does not fix.

The second law also keeps $\lambda$ from being negative. Completing the square in the entropy production gives

$$\sigma=L_{11}\left(X_1+\frac{L_{q1}}{L_{11}}X_q\right)^2+T^2\lambda X_q^2.$$

Since $\sigma\ge0$ for all forces, $L_{11}\ge0$, and choosing $X_1$ so that the bracket vanishes shows $\lambda\ge0$. That choice is the closed steady state, which thus has the least entropy production for a given $X_q$.

If $L_{11}=0$, then $\sigma=L_{qq}X_q^2+2L_{q1}X_qX_1$ stays nonnegative for every $X_1$, however large and of either sign, only if $L_{q1}=0$. There is then no diffusion, and the two conductivities coincide.

### (d) What changes if the total energy flux is used?

Some calculations use $J_u$ in place of $J_q$. Find the new coefficients, and decide which conductivity survives the change.

**Solution.** From part (b), the force paired with $J_1$ is now

$$Y=-\left(\frac{\mu}{T}\right)'=X_1-hX_q.$$

Substitute $X_1=Y+hX_q$ into the linear laws:

$$J_1=(L_{q1}+hL_{11})X_q+L_{11}Y,$$

$$J_u=J_q+hJ_1=(L_{qq}+2hL_{q1}+h^2L_{11})X_q+(L_{q1}+hL_{11})Y.$$

Hence

$$L_{uu}=L_{qq}+2hL_{q1}+h^2L_{11},\qquad L_{u1}=L_{q1}+hL_{11}.$$

Reciprocity is preserved. Setting $J_1=0$ gives the combination

$$L_{uu}-\frac{L_{u1}^2}{L_{11}}=L_{qq}+2hL_{q1}+h^2L_{11}-\frac{L_{q1}^2}{L_{11}}-2hL_{q1}-h^2L_{11}=T^2\lambda.$$

The closed conductivity is the same in both descriptions. The conductivity at zero composition force is not: with $Y=0$ it is

$$\frac{L_{uu}}{T^2}=\lambda+\frac{(L_{q1}+hL_{11})^2}{L_{11}T^2}.$$

This is never below $\lambda$, and equals it at $h=-L_{q1}/L_{11}$. It may lie above or below $\lambda_0$. It also depends on the zero chosen for the energy of each species, because that choice shifts $h$ by a constant. The phrase "zero composition force" is therefore incomplete until the force is named. At $Y=0$ the composition is in general not uniform, since then $X_1=hX_q$.

### (e) How large can the difference be in a solvable gas?

Light particles of mass $m$ scatter elastically and isotropically from very heavy ones. Take a constant mean free path $\ell$, and then a constant collision time $\tau$. Neglect collisions between light particles and the heat carried by the heavy particles.

**Solution.** In this limit the centre-of-mass frame is the frame of the heavy particles, and their chemical potential and enthalpy per unit mass are negligible. It is convenient to use the particle flux $N=J_1/m$ with force $mX_1$. For an ideal gas of partial pressure $p_1$, the chemical potential per particle is $kT\ln p_1$ plus a function of $T$, so $mX_1=-k(\ln p_1)'$.

Let $f_0$ be the Maxwell distribution at the local density $n$ and temperature, and let $E=mv^2/2$. Since $p_1=nkT$,

$$(\ln f_0)'=(\ln n)'+\left(\frac{E}{kT}-\frac32\right)(\ln T)'=(\ln p_1)'+\left(\frac{E}{kT}-\frac52\right)(\ln T)'.$$

To first order, isotropic scattering gives the steady correction $f_1=-\tau v_zf_0'$. Multiply it by $v_z$, or by $v_z(E-5kT/2)$, and integrate over velocity. The second factor removes the enthalpy $5kT/2$ per particle. With $v_z^2$ averaged to $v^2/3$, $X_q=-(\ln T)'/T$, and $r=0,1,2$ for the coefficients $L_{NN}$, $L_{qN}$, $L_{qq}$,

$$L_r=\frac nk\left\langle\frac{v^2\tau}{3}\left(E-\frac{5kT}{2}\right)^r\right\rangle .$$

The same integral multiplies both cross effects, which confirms reciprocity here.

Put $y=E/kT$. The Maxwell distribution of $y$ is proportional to $y^{1/2}e^{-y}$. For constant $\ell$, $v^2\tau=\ell v\propto y^{1/2}$, so the weight is $ye^{-y}$. Its mean values are $\overline y=2$ and $\overline{y^2}=6$. In units of $k^2T^2L_{NN}$,

$$L_{qq}:\;6-5\cdot2+\frac{25}{4}=\frac94,\qquad \frac{L_{qN}^2}{L_{NN}}:\;\left(2-\frac52\right)^2=\frac14,$$

so $\lambda/\lambda_0=(9/4-1/4)/(9/4)=8/9$. Using energy flux at uniform $\mu/T$ gives $\overline{y^2}=6$ in place of $9/4$, and the closed conductivity is one third of that value.

For constant $\tau$ the weight is $y^{3/2}e^{-y}$, with mean $5/2$. Then $L_{qN}=0$ and $\lambda=\lambda_0$. The contributions of particles with energies above and below $5kT/2$ now balance in the cross effect.

These results were tested by solving the transport equation of the light particles between thermal walls at 1.01 and 0.99 of the mean temperature, without using the coefficients. For constant $\ell$ the slab was 40 mean free paths thick. Closing it gave $\lambda=1.066$ in units $k=m=T=\ell=1$ per light particle, against 1.064 from the formula. Equal partial pressures at the walls gave 1.200, against 1.197. The ratio was 0.8889. For constant $\tau$ the closed and uniform-composition results were both 2.497, against 2.500.

In that second case the cross coefficient came out as $-0.012$ instead of zero, on a scale where $L_{NN}=1$. Two errors of the finite calculation account for it. The layers next to the walls, which hinder fast particles most, contribute about $-0.007$. The grid contributes about $-0.005$. It raises $v^2\tau/3$ by nearly the same amount, about 0.005, at all but the lowest speeds, and the Maxwell average of $y-5/2$ is $-1$.

## Second half: a liquid in a nanometre cell

In what follows $w$ is the mass fraction of species 1, $\mu$ the difference of chemical potentials per unit mass, and $\mu_w=(\partial\mu/\partial w)_{T,p}$. The forces are $X_q=-T'/T^2$ and $X_1=-\mu_ww'/T$. The heat flux $J_q$ excludes the enthalpy carried by the diffusive mass flux $J_1$, and

$$J_q=L_{qq}X_q+L_{q1}X_1,\qquad J_1=L_{q1}X_q+L_{11}X_1.$$

The conductivity at uniform composition is $\lambda_0=L_{qq}/T^2$. A closed steady cell has $J_1=0$ and measures $\lambda=\lambda_0-\Delta\lambda$, with $\Delta\lambda=L_{q1}^2/(L_{11}T^2)$. With total energy flux and uniform $\mu/T$ the conductivity is instead $L_{uu}/T^2$, where $L_{uu}=L_{qq}+2hL_{q1}+h^2L_{11}$ and $h$ is the difference of partial enthalpies per unit mass.

### (f) Can the difference be written in measurable quantities?

Use the diffusion coefficient $D$, defined at uniform temperature by $J_1=-\rho Dw'$, and the Soret coefficient $S_T$, defined at $J_1=0$ by $w'=-w(1-w)S_TT'$. Then find $\mu_w$ for an ideal mixture with molar masses $M_1$ and $M_2$.

**Solution.** At uniform temperature $X_q=0$, so

$$J_1=-\frac{L_{11}\mu_w}{T}w',\qquad L_{11}=\frac{\rho DT}{\mu_w}.$$

At zero diffusive flux, $X_1=-(L_{q1}/L_{11})X_q$, which reads

$$-\frac{\mu_ww'}{T}=\frac{L_{q1}}{L_{11}}\frac{T'}{T^2},\qquad w'=-\frac{L_{q1}}{L_{11}\mu_wT}T'.$$

Comparison with the definition of $S_T$ gives

$$L_{q1}=L_{11}\mu_wT\,w(1-w)S_T.$$

A positive $S_T$ means that species 1 collects on the cold side. Now insert both coefficients:

$$\Delta\lambda=\frac{L_{q1}^2}{L_{11}T^2}=L_{11}\mu_w^2[w(1-w)S_T]^2=\rho DT\mu_w[w(1-w)S_T]^2.$$

The square makes the sign of $S_T$ irrelevant. At fixed $\rho$, $D$, $T$, $w$ and $\mu_w$, doubling $S_T$ multiplies the difference by four. As either species becomes dilute, $\mu_w$ grows as $1/[w(1-w)]$, as shown next for the ideal mixture. The difference then vanishes in proportion to $w(1-w)$ if $D$ and $S_T$ stay finite.

For the ideal mixture let $x$ be the mole fraction of species 1. Apart from functions of $T$ and $p$,

$$\mu=RT\left[\frac{\ln x}{M_1}-\frac{\ln(1-x)}{M_2}\right].$$

The ratio of mole numbers is

$$\frac{x}{1-x}=\frac{w}{1-w}\frac{M_2}{M_1}.$$

Taking the differential of its logarithm gives $dx/[x(1-x)]=dw/[w(1-w)]$. Hence

$$\mu_w=RT\left[\frac1{M_1x}+\frac1{M_2(1-x)}\right]\frac{dx}{dw}=\frac{RT}{w(1-w)}\left[\frac{1-x}{M_1}+\frac{x}{M_2}\right].$$

Over a common denominator the last bracket is $[xM_1+(1-x)M_2]/(M_1M_2)$. With the mean molar mass $\bar M=xM_1+(1-x)M_2$,

$$\mu_w=\frac{RT\bar M}{M_1M_2w(1-w)}.$$

A closed steady cell measures the conductivity at zero diffusive flux, which lies below the uniform-composition value by $\Delta\lambda=\rho DT\mu_w[w(1-w)S_T]^2$. It remains to evaluate this difference for a typical organic liquid mixture, to find how long the simulation must run, and to judge which neglected effects matter.
